\section*{Surface Field and Band Bending in a Nonparabolic Indium Arsenide Accumulation Layer, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the Kane bands to the surface field}

Q: You want to relate the electric field at the surface of n-type InAs to the amount by which its bands bend down there. Before any formula, tell me what is bent, and which way the field points.

A: Let the semiconductor fill $z>0$, with a metal or a charged surface at $z=0$. Far inside, the conduction edge $E_c$ is flat. Near the surface it lies lower by an energy $\varphi(z)\ge 0$:
\begin{equation}
E_c(z)=E_c(\infty)-\varphi(z),\qquad \varphi(0)=\varphi_s,\qquad \varphi(\infty)=0 .
\end{equation}
An electron has charge $-e$, with $e>0$, so its potential energy in an electrostatic potential $V$ is $-eV$. Hence $\varphi=e[V(z)-V(\infty)]$, and the field along $z$ is
\begin{equation}
F(z)=-\frac{dV}{dz}=-\frac{1}{e}\frac{d\varphi}{dz}.
\end{equation}
The bending decreases inward, so $F>0$. Field lines start on positive charge at the surface and end on the accumulated electrons. I write $F_s=F(0^+)$ for the field just inside the semiconductor.

Q: Then solve Poisson's equation with the usual density of a parabolic band. What is special about InAs?

A: Its gap $E_g$ is small, a few tenths of an electronvolt, and the accumulated electrons can have kinetic energies that are a sizeable part of it. The conduction states then acquire valence character, and the band departs from a parabola. The dispersion must come first.

Q: I know that a Kane matrix exists, but I do not want to take it on trust.

A: At the zone centre, keep one $s$-like conduction state and three $p$-like valence states, each with two spins. Measure energy from the conduction edge. Spin-orbit coupling in the $p$ states is $(\Delta/3)\,\boldsymbol\sigma\cdot\mathbf L$, where $\mathbf L$ is the angular momentum in units of $\hbar$ with $L=1$. The operator $\boldsymbol\sigma\cdot\mathbf L$ equals $1$ for total angular momentum $3/2$ and $-2$ for $1/2$, so $\Delta$ is the splitting between the two groups. The upper group is the valence edge at $-E_g$; without spin-orbit coupling the $p$ level would therefore lie at $-E_g-\Delta/3$.

Take $\mathbf k$ along $z$. The $\mathbf k\cdot\mathbf p$ term couples $s$ to the $p$ state with $L_z=0$ and the same spin; call the matrix element $pk$, with $p$ made real by a choice of phase. Starting from $s\!\downarrow$, the states that mix are $s\!\downarrow$, $(L_z=-1)\!\uparrow$ and $(L_z=0)\!\downarrow$, which share the same total $J_z$. In the last two, $\boldsymbol\sigma\cdot\mathbf L$ has diagonal elements $-1$ and $0$ and off-diagonal element $\sqrt2$. In that order of states,
\begin{equation}
H=\begin{pmatrix}
0&0&pk\\
0&-E_g-\tfrac{2\Delta}{3}&\tfrac{\sqrt2\,\Delta}{3}\\
pk&\tfrac{\sqrt2\,\Delta}{3}&-E_g-\tfrac{\Delta}{3}
\end{pmatrix}.
\end{equation}
The opposite spin gives the same energies. Since $s$ is a scalar and the $p$ states form a vector, a joint rotation of $\mathbf k$, orbitals and spins leaves the model unchanged, and the energy depends on $|\mathbf k|$ alone. I have left out the free-electron term $\hbar^2k^2/2m_0$ and the coupling to more distant bands.

Q: That still gives a cubic equation, not a simple law.

A: Eliminate the amplitudes. For an eigenvector $(a,b,c)$ and $x=E+E_g$, the three rows read
\begin{align}
Ea&=pk\,c,\\
\left(x+\tfrac{2\Delta}{3}\right)b&=\tfrac{\sqrt2\Delta}{3}\,c,\\
\left(x+\tfrac{\Delta}{3}\right)c&=pk\,a+\tfrac{\sqrt2\Delta}{3}\,b .
\end{align}
For the conduction band at $k\ne0$, $E>0$ and $c\ne0$. Put $a$ and $b$ from the first two rows into the third, divide by $c$, and multiply by $x+2\Delta/3$:
\begin{equation}
\left(x+\tfrac{\Delta}{3}\right)\left(x+\tfrac{2\Delta}{3}\right)-\tfrac{2\Delta^2}{9}
=\frac{p^2k^2}{E}\left(x+\tfrac{2\Delta}{3}\right).
\end{equation}
The terms in $\Delta^2$ on the left cancel, leaving $x(x+\Delta)$. Therefore
\begin{equation}
E(E+E_g)(E+E_g+\Delta)=p^2k^2\left(E+E_g+\tfrac{2\Delta}{3}\right).
\label{eq:cubic}
\end{equation}
Near the edge, $E\ll E_g$, this becomes $E=\hbar^2k^2/2m^*$ with
\begin{equation}
\frac{\hbar^2}{2m^*}=p^2\,\frac{E_g+2\Delta/3}{E_g(E_g+\Delta)} .
\end{equation}
If $\Delta=0$, Eq.~\eqref{eq:cubic} reduces to $E(E+E_g)=p^2k^2$. If $\Delta\to\infty$, it reduces to $E(E+E_g)=\tfrac23p^2k^2$. Expressed through the edge mass of each case, both are
\begin{equation}
\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m^*},\qquad \alpha=\frac1{E_g}.
\label{eq:kane}
\end{equation}

Q: InAs has neither zero nor infinite $\Delta$.

A: True. For finite $\Delta$, Eq.~\eqref{eq:kane} is an approximation, and it errs to one side. In Eq.~\eqref{eq:cubic} the ratio $(E+E_g+\Delta)/(E+E_g+2\Delta/3)$ falls as $E$ grows, so at the same edge mass the cubic relation gives a smaller $k$ at each $E>0$. The two-band law therefore overestimates the density at a given Fermi energy within the matrix model. I adopt it here, and its cost can be computed for a particular layer.

Q: How do you put a dispersion derived for a uniform crystal into a region where the potential varies?

A: By the Thomas-Fermi assumption. Each small region is treated as a uniform crystal whose bands are all shifted rigidly by the local electrostatic energy. This requires the potential to change little over an electron wavelength, a demand that a thin accumulation layer may not meet. I also use the mean electrostatic field alone, without exchange or correlation.

In equilibrium the Fermi level $E_F$ is the same everywhere. Its height above the local conduction edge is
\begin{equation}
\mu(z)=E_F-E_c(z)=\mu_b+\varphi(z),
\end{equation}
where $\mu_b$ is the bulk value. At zero temperature the states with $k<k_F$ are full, where $\hbar^2k_F^2/2m^*=\gamma(\mu)$. With two spins,
\begin{equation}
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}
=A\,[\mu(1+\alpha\mu)]^{3/2},\qquad
A=\frac{1}{3\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}.
\label{eq:n}
\end{equation}
For $\mu\le0$ the local density is zero.

Q: So nonparabolicity raises the density at a given $\mu$. Does it do only that, or does it also make the electrons heavier?

A: Both, and they are connected. Differentiate Eq.~\eqref{eq:kane} with respect to $k$, with $v=\hbar^{-1}dE/dk$:
\begin{equation}
(1+2\alpha E)\,\hbar v=\frac{\hbar^2k}{m^*}
\quad\Longrightarrow\quad
\frac{\hbar k}{v}=m^*(1+2\alpha E).
\end{equation}
The ratio of crystal momentum to velocity grows with energy. The band rises more slowly than the parabola, so a given energy is reached at a larger $k$, and the Fermi sphere holds more electrons.

Q: What fixes $\mu_b$? You cannot choose it independently of the doping.

A: I take a uniform density $N_D$ of ionized donors, neglect holes, and require a neutral bulk: $n(\mu_b)=N_D$. Let $\gamma_b$ be the Fermi energy that a parabolic band of the same mass would have,
\begin{equation}
\gamma_b=\frac{\hbar^2}{2m^*}(3\pi^2N_D)^{2/3}.
\end{equation}
Then $\mu_b+\alpha\mu_b^2=\gamma_b$. The positive root, multiplied above and below by $1+\sqrt{1+4\alpha\gamma_b}$ to show its limit plainly, is
\begin{equation}
\mu_b=\frac{-1+\sqrt{1+4\alpha\gamma_b}}{2\alpha}
=\frac{2\gamma_b}{1+\sqrt{1+4\alpha\gamma_b}} .
\label{eq:mub}
\end{equation}
It tends to $\gamma_b$ when $\alpha\to0$.

Q: Now Poisson's equation. I shall watch the sign.

A: The charge density is $\rho=e(N_D-n)$, and the static permittivity $\varepsilon$ includes the vacuum factor $\varepsilon_0$. From $V''=-\rho/\varepsilon$ and $\varphi''=eV''$,
\begin{equation}
\frac{d^2\varphi}{dz^2}=\frac{e^2}{\varepsilon}\,[n(\mu_b+\varphi)-N_D].
\label{eq:poisson}
\end{equation}
Where $\varphi>0$, the density exceeds $N_D$, so the right side is positive. Thus $\varphi'$ increases with $z$. It tends to zero in the flat bulk, so it must be negative before that, as the direction of the field required.

Q: The equation is nonlinear. Must you find the whole profile before you know the surface field?

A: No, because the density depends on $z$ through $\varphi$ alone. Multiply Eq.~\eqref{eq:poisson} by $\varphi'$. The left side becomes $\frac{d}{dz}\frac12(\varphi')^2$, and on the right $\varphi'dz=d\varphi$. Integrate from the bulk, where $\varphi=\varphi'=0$, to the surface:
\begin{equation}
\frac12[\varphi'(0)]^2=\frac{e^2}{\varepsilon}
\int_0^{\varphi_s}[n(\mu_b+\varphi)-N_D]\,d\varphi .
\end{equation}
Since $|\varphi'(0)|=eF_s$, the factor $e^2$ cancels. Define $P(\mu)=\int_0^\mu n(\mu')\,d\mu'$ and $\mu_s=\mu_b+\varphi_s$. Then
\begin{equation}
F_s^2=\frac{2}{\varepsilon}\left[P(\mu_s)-P(\mu_b)-N_D\varphi_s\right].
\label{eq:field}
\end{equation}
The integrand is positive for $\varphi>0$, so the bracket is positive too.

Q: The letter $P$ suggests a pressure. Is it one, or only an integral?

A: It is the pressure of the local electron gas. With a density of states $g(E)$, the zero-temperature grand potential per volume is $\omega=\int_0^\mu g(E)(E-\mu)\,dE$. Its derivative is $-\int_0^\mu g\,dE=-n$; the endpoint contributes nothing because $E-\mu$ vanishes there. Pressure is $-\omega$, which vanishes at $\mu=0$ and has derivative $n$. That is $P$.

Equation~\eqref{eq:field} is then a balance of forces per area. The electron pressure is higher at the surface than in the bulk by $P(\mu_s)-P(\mu_b)$. The field pushes the fixed donors inward with total force $\int eN_DF\,dz=N_D\varphi_s$. What remains is $\varepsilon F_s^2/2$, the electrostatic stress at the surface.

Q: You still owe me the integral for the Kane density.

A: Substitute $1+2\alpha\mu=\cosh\theta$, because then the product under the power becomes a square:
\begin{equation}
\mu(1+\alpha\mu)=\frac{(1+2\alpha\mu)^2-1}{4\alpha}
=\frac{\sinh^2\theta}{4\alpha},\qquad
d\mu=\frac{\sinh\theta}{2\alpha}\,d\theta .
\end{equation}
The power $3/2$ gives $\sinh^3\theta/(8\alpha^{3/2})$, so
\begin{equation}
P(\mu)=\frac{A}{16\alpha^{5/2}}\int_0^\theta\sinh^4 t\,dt .
\label{eq:sinh}
\end{equation}
Use $\sinh^2t=(\cosh2t-1)/2$ twice:
\begin{align}
\sinh^4t&=\tfrac14(\cosh^22t-2\cosh2t+1)
=\tfrac18(\cosh4t-4\cosh2t+3),\\
\int_0^\theta\sinh^4t\,dt&=\frac{\sinh4\theta}{32}-\frac{\sinh2\theta}{4}+\frac{3\theta}{8}.
\end{align}
Let $s=\sinh\theta$ and $c=\cosh\theta$. Then $\sinh2\theta=2sc$ and $\sinh4\theta=4sc(1+2s^2)$. The integral becomes
\begin{equation}
\frac{sc}{8}+\frac{s^3c}{4}-\frac{sc}{2}+\frac{3\theta}{8}
=\frac{2s^3c-3sc+3\theta}{8}.
\end{equation}
Therefore
\begin{equation}
P(\mu)=\frac{A}{128\,\alpha^{5/2}}\left(2s^3c-3sc+3\theta\right),
\qquad \theta=2\,\mathrm{arsinh}\sqrt{\alpha\mu}.
\label{eq:P}
\end{equation}
The last relation follows from $\cosh\theta=1+2\sinh^2(\theta/2)$. Together with Eqs.~\eqref{eq:mub} and \eqref{eq:field}, this gives the surface field for any chosen bending within the assumptions made.

\section{Limits, a worked layer, and what the model omits}

Q: Put the relation in one place before I attack it.

A: The bending is $\varphi_s$, the donor density $N_D$, the permittivity $\varepsilon$, and the Fermi energies above the local conduction edge are $\mu_b$ in the bulk and $\mu_s=\mu_b+\varphi_s$ at the surface. With $\gamma(\mu)=\mu(1+\alpha\mu)$, $\alpha=1/E_g$ and $A=(2m^*/\hbar^2)^{3/2}/3\pi^2$, the first half gave
\begin{equation}
n=A\gamma^{3/2},\qquad
F_s^2=\frac2\varepsilon[P(\mu_s)-P(\mu_b)-N_D\varphi_s],\qquad
P=\int_0^\mu n\,d\mu' .
\end{equation}
The closed form is Eq.~\eqref{eq:P}. Neutrality sets $\gamma(\mu_b)=\gamma_b$, the parabolic Fermi energy at density $N_D$. All this is for zero temperature and slowly varying potential.

Q: Equation~\eqref{eq:P} has $\alpha^{5/2}$ in its denominator. It seems to diverge in the parabolic limit.

A: The integral vanishes at the same rate. For small $\alpha\mu$, $\theta\simeq2\sqrt{\alpha\mu}$ and $\int_0^\theta\sinh^4t\,dt\simeq\theta^5/5$, so Eq.~\eqref{eq:sinh} gives
\begin{equation}
P\simeq\frac{A}{16\alpha^{5/2}}\,\frac{32(\alpha\mu)^{5/2}}{5}
=\frac25A\mu^{5/2}.
\end{equation}
In this limit $\mu_b\to\gamma_b$ and $N_D=A\mu_b^{3/2}$, hence
\begin{equation}
F_s^2=\frac{2A}{\varepsilon}\left[\frac25\left(\mu_s^{5/2}-\mu_b^{5/2}\right)
-\mu_b^{3/2}\varphi_s\right].
\label{eq:par}
\end{equation}
This is the parabolic relation. As the donor density tends to zero, with holes still neglected, $\mu_b\to0$ and $F_s\to\sqrt{4A/5\varepsilon}\;\varphi_s^{5/4}$. A truly undoped crystal is different: holes keep its bulk Fermi level inside the gap, so $\mu_b<0$ and the same bending gives a smaller field.

We now have the surface field for a given bending in the local, zero-temperature theory of a two-band Kane conduction band, together with its parabolic limit. It remains to see how soon the parabolic law fails, to work through a numerical example, and to estimate the effects of confinement, temperature, the approximate dispersion and exchange.
